# Bisection for the vacancy chemical potential in a doped fluorite oxide

Take an oxide with the fluorite structure in which one cation in ten is a trivalent dopant. Let each dopant next to an oxygen vacancy bind it by 0.15 eV, and let the temperature be 900 K. If the vacancies are spread over the anion sites with Boltzmann factors and the total is scaled to the number that neutrality requires, a site with four dopant neighbours receives 8.9 vacancies. It has room for one. The vacancies are dilute, filling 2.5% of the anion sites, so a classical dilute formula seemed safe.

## Where the impossible number comes from

In the oxide MO$_2$ a fraction $x$ of the tetravalent cations M is replaced by trivalent dopants. Each dopant carries charge $-1$ relative to the ion it replaces, and each oxygen vacancy carries $+2$ relative to the occupied site. If these are the only charged defects, neutrality demands one vacancy per two dopants. A crystal with $N_c$ cations then has $xN_c/2$ vacancies on $2N_c$ anion sites, so the vacant fraction is

$$c=\frac{xN_c/2}{2N_c}=\frac{x}{4}.$$

For $x=0.10$ this gives $c=0.025$.

Every anion site has four nearest cations. Let $n$ of them be dopants. If the dopants sit at random and stay frozen while the vacancies move, the fraction of sites with a given $n$ is

$$P_n=\binom{4}{n}x^n(1-x)^{4-n}.$$

Neighbouring anion sites share cations, so their values of $n$ are correlated. This does not matter for the average number of vacancies, because the average of a sum is the sum of the averages whether or not the terms are correlated. The correlations have short range, so in a large crystal the actual fractions approach $P_n$.

A vacancy on a site with $n$ dopant neighbours has energy $-n\varepsilon$, where $\varepsilon>0$ means attraction and the zero is a site with no dopant neighbour. The chemical potential $\mu$ is measured from the same zero. It is the free energy of adding one vacancy at fixed dopant positions.

The Boltzmann estimate takes the occupancy as $e^{(\mu+n\varepsilon)/kT}$. With $u=\varepsilon/kT$, its average over sites follows from the binomial theorem:

$$e^{\mu/kT}\sum_n\binom4n (xe^{u})^n(1-x)^{4-n}=e^{\mu/kT}(1-x+xe^u)^4 .$$

Setting this equal to $c$ gives a closed formula,

$$\mu_B=kT\ln\frac{c}{(1-x+xe^u)^4}.$$

Here $kT=0.07756$ eV and $u=1.934$, so $e^u=6.918$. The bracket is $0.9+0.6918=1.5918$, its fourth power is 6.42, and $\mu_B=0.07756\ln(0.025/6.42)=-0.430$ eV. On a site with $n=4$ the exponent is $(-0.430+0.600)/0.07756=2.19$, which gives the occupancy 8.9. For $n=3$ the result is smaller by $e^{u}$, about 1.3, and is also impossible.

Diluteness on average is thus the wrong criterion. The Boltzmann form needs $e^{(\mu+n\varepsilon)/kT}\ll1$ on every class of site that holds an appreciable share of the vacancies.

## Putting the limit of one vacancy into the weights

With the dopants frozen and no interaction between vacancies, each site is an independent system with two states. The empty state has weight 1 and the state with a vacancy has weight $e^{(\mu+n\varepsilon)/kT}$. The mean occupancy is the second weight divided by the sum of both:

$$f_n(\mu)=\frac{e^{(\mu+n\varepsilon)/kT}}{1+e^{(\mu+n\varepsilon)/kT}}
=\frac{1}{1+e^{-(\mu+n\varepsilon)/kT}}.$$

The form is that of a Fermi function, but its origin is the exclusion of a second vacancy from a site, not quantum statistics. The equation to solve is

$$C(\mu)\equiv\sum_{n=0}^{4}P_n f_n(\mu)=c .$$

Since $f_n$ is smaller than the Boltzmann factor at the same $\mu$, the true root must lie above $\mu_B$.

This derivation lets the vacancy number fluctuate, whereas neutrality fixes it. For a large crystal the difference disappears, and its size in a finite one can be computed. The partition function $Z_N$ for exactly $N$ vacancies is built by adding sites one at a time: a new site of class $n$ changes $Z_N$ to $Z_N+e^{nu}Z_{N-1}$, the two terms being the empty and the vacant site. The chemical potential is then $-\tfrac12kT\ln(Z_{N+1}/Z_{N-1})$, a centred difference of the free energy $-kT\ln Z_N$. For one random arrangement with 13,824 anion sites and 346 vacancies this gives $-0.41085$ eV. The equation above, with the class fractions of that same crystal, gives $-0.41095$ eV.

## Why not a formula or Newton's method

Multiplying the equation by all five denominators turns it into a polynomial of fifth degree in $y=e^{\mu/kT}$, which offers no convenient closed solution. Two shortcuts suggest themselves.

The first is an expansion for weak binding. Write $\ell=\ln[c/(1-c)]$ and $\mu/kT=\ell-\delta$. The argument of the occupancy function $g(t)=1/(1+e^{-t})$ is then $\ell+(nu-\delta)$. Since $g(\ell)=c$, $g'=g(1-g)$ and $g''=g'(1-2g)$, expansion about $\ell$ gives

$$c=c+g'\langle nu-\delta\rangle+\tfrac12 g'(1-2c)\langle(nu-\delta)^2\rangle+O(u^3),$$

where the angle brackets average over $P_n$. Cancel $c$, divide by $g'$, and use $\langle n\rangle=4x$:

$$\delta=4xu+\tfrac12(1-2c)\langle(nu-\delta)^2\rangle+O(u^3).$$

To leading order $\delta=4xu$, so the remaining average is $u^2$ times the variance of $n$, which is $4x(1-x)$. Hence

$$\frac{\mu}{kT}=\ln\frac{c}{1-c}-4xu-\frac{1-2c}{2}\,4x(1-x)u^2+O(u^3).$$

The linear term is the average binding. The quadratic term lowers $\mu$ further when $c<1/2$, because the vacancies select the better sites. For the example the three terms, multiplied by $kT$, are $-0.284$, $-0.060$ and $-0.050$ eV. Their sum is $-0.394$ eV, about 0.016 eV above the root found below. With $u$ near 2 there was no reason to trust the expansion.

The second shortcut is Newton's method, which needs the slope. Differentiating $f_n$ gives $f_n(1-f_n)/kT$, so

$$\frac{dC}{d\mu}=\frac{1}{kT}\sum_nP_nf_n(1-f_n)=\frac{C-\langle f^2\rangle}{kT}.$$

The trouble is that this slope can be tiny far from the root. Keep $x=0.10$ and $\varepsilon=0.15$ eV, but set $T=100$ K and start at $\mu=-\tfrac32\varepsilon$. The classes $n\ge2$ are then nearly full, and $C$ is close to $0.0486+0.0036+0.0001=0.0523$. The occupied part of class 1 and the empty part of class 2 are both close to $e^{-\varepsilon/2kT}=1.7\times10^{-4}$. The slope is therefore about $(0.2916+0.0486)(1.7\times10^{-4})/(0.00862\ \text{eV})$, or 0.007 per eV. To remove the excess $0.0523-0.025=0.027$, Newton's step would be about 4 eV, although the whole range of possible roots will turn out to be 0.6 eV wide.

## A bracket that cannot fail

The slope formula also supplies what a safer method needs. Every term is positive, so $C$ increases strictly, from 0 at $\mu\to-\infty$ to 1 at $\mu\to+\infty$. For $0<c<1$ there is one root and no other.

To enclose it, compare the real mixture of sites with a crystal of identical sites. If all sites had binding $B$, the condition $f=c$ would give $\mu=kT\ln[c/(1-c)]-B$. Take first the strongest binding, $B=4\varepsilon$:

$$\mu_{\rm low}=kT\ln\frac{c}{1-c}-4\varepsilon .$$

At this value the argument of $f_n$ is $\ln[c/(1-c)]-(4-n)u$. It never exceeds $\ln[c/(1-c)]$, so each $f_n\le c$ and $C(\mu_{\rm low})<c$. Take next the weakest binding, $B=0$:

$$\mu_{\rm high}=kT\ln\frac{c}{1-c}.$$

Now the argument is $\ln[c/(1-c)]+nu$, each $f_n\ge c$, and $C(\mu_{\rm high})>c$. The root lies between the two. If dopants repel vacancies, $\varepsilon<0$, the ends exchange roles. If $\varepsilon=0$ they coincide and are the answer.

The procedure is then:

1. Compute $P_n$, $c=x/4$ and the two ends.
2. Evaluate $C$ at the midpoint.
3. If $C<c$, move the lower end to the midpoint; otherwise move the upper end.
4. Repeat until the width is no larger than the tolerance $\tau$, and return the midpoint.

After $k$ halvings the width is $4|\varepsilon|/2^k$, so the number needed is the smallest $k$ with $2^k\ge4|\varepsilon|/\tau$. Apart from rounding, the returned value errs by at most $\tau/2$. To avoid overflow, $f_n$ should be computed from the exponential with negative argument: $1/(1+e^{-t})$ for $t\ge0$ and $e^{t}/(1+e^{t})$ for $t<0$.

The method was tested against the positive root of the fifth-degree polynomial for thirty random cases with $x$ between 0.02 and 0.6 and $u$ between $-2$ and 2. The values of $\mu/kT$ agreed within $10^{-7}$ each time.

## The example

The upper end is $0.07756\ln(0.025/0.975)=-0.2841$ eV, and the lower end is 0.6 eV below it, $-0.8841$ eV. The first midpoint is $-0.5841$ eV, where the occupancies for $n=0$ to 4 are 0.00054, 0.0037, 0.025, 0.151 and 0.551. Weighted with $P_n=0.6561$, 0.2916, 0.0486, 0.0036 and 0.0001, they give

$$C=0.00035+0.00108+0.00122+0.00054+0.00006\approx0.0032 .$$

This is below 0.025, so the lower end moves up. The next midpoints are $-0.4341$ eV with $C=0.0191$, too low, and $-0.3591$ eV with $C=0.0431$, too high. After six halvings the root is confined between $-0.4154$ and $-0.4060$ eV. A tolerance of $10^{-12}$ eV takes 40 halvings and gives

$$\mu=-0.410\ \text{eV}=-39.6\ \text{kJ/mol}.$$

A tolerance of 1 meV would need ten halvings, since $600/2^{10}<1$, and is already finer than the physical accuracy of the model.

The Boltzmann value was too low by 0.020 eV, about a quarter of $kT$. That looks harmless, but the distribution suffers more. The correct occupancies for $n=3$ and 4 are 0.63 and 0.92, instead of 1.3 and 8.9. The share of all vacancies on $n=3$ sites is 9%, whereas the Boltzmann formula gives $0.0036\times1.29/0.025$, or 19%.

The remaining shares are 13% for $n=0$, 39% for $n=1$, 38% for $n=2$ and 0.4% for $n=4$. The $n=2$ sites are a twentieth of all sites and hold more than a third of the vacancies. The 13% without a dopant neighbour may be called free in this restricted sense. It is not a conductivity, which also depends on the barriers between sites.

With $x$ and $\varepsilon$ held fixed, $\mu$ is $-0.345$ eV at 600 K and $-0.487$ eV at 1200 K, while the free share rises from 3% to 23%. The rate of change of $\mu$ follows from keeping $C$ constant. Differentiating the argument $(\mu+n\varepsilon)/kT$ with respect to $T$ gives

$$\sum_nP_nf_n(1-f_n)\left[\frac{1}{kT}\frac{d\mu}{dT}-\frac{\mu+n\varepsilon}{kT^2}\right]=0,
\qquad \frac{d\mu}{dT}=\frac{\mu+\bar n\,\varepsilon}{T},$$

where $\bar n$ is the mean of $n$ with weights $P_nf_n(1-f_n)$. At 900 K these weights give $\bar n=1.28$, so the rate is $(-0.410+0.193)/900$ eV/K, or $-0.24$ meV/K. The two outer temperatures give the same average rate to this accuracy.

## Cooling, and when to stop

On cooling, the site classes fill from $n=4$ downward. Suppose class $m$ is the one left partly filled, with filling

$$q=\frac{c-\sum_{n>m}P_n}{P_m},\qquad 0<q<1 .$$

Higher classes are full and lower ones empty, up to exponentially small corrections. Setting $f_m=q$ and solving for $\mu$ gives

$$\mu\to-m\varepsilon+kT\ln\frac{q}{1-q}.$$

For the example $m=2$ and $q=(0.025-0.0037)/0.0486=0.438$. At 100 K this gives $-0.302$ eV, in agreement with bisection. It is a limit of the equation, not a forecast for a real oxide, whose vacancies would hardly move at that temperature.

A different case arises when the vacancies just fill classes 2, 3 and 4, which happens at $x=0.0442320269$. The digits matter: at 60 K the rounded value 0.0442 would give $\mu=-0.201$ eV, well away from the result below. The few vacancies thermally raised into class 1 must then equal the empty places left in class 2, since the other classes contribute exponentially less:

$$P_1e^{(\mu+\varepsilon)/kT}=P_2e^{-(\mu+2\varepsilon)/kT}.$$

Taking logarithms and collecting $\mu$,

$$\mu=-\tfrac32\varepsilon+\tfrac12kT\ln\frac{P_2}{P_1}.$$

Each side of the balance equals $\sqrt{P_1P_2}\,e^{-\varepsilon/2kT}$, and each contributes to the slope, so $dC/d\mu\approx2\sqrt{P_1P_2}\,e^{-\varepsilon/2kT}/kT$. At 60 K bisection gives $\mu=-0.2319$ eV, as the formula does, and the slope is $7.9\times10^{-6}$ per eV.

This decides the stopping rule. A mismatch of $10^{-8}$ in $C$ looks negligible, but here it allows an error in $\mu$ of about $10^{-8}/(7.9\times10^{-6})$, or 1 meV. At 900 K in the main example, where the slope is 0.275 per eV, the same mismatch means $4\times10^{-8}$ eV. The width of the interval is therefore the right criterion for $\mu$. At still lower temperature the root becomes sensitive to the last digits of $x$. With the ten-digit value above, the true root at 30 K is $-0.215$ eV, which bisection finds, whereas the balance formula gives $-0.228$ eV. The formula holds only while the mismatch in filling left by $x$ is small compared with $\sqrt{P_1P_2}\,e^{-\varepsilon/2kT}$. If $x$ is meant to be exactly the matching value, double-precision rounding of $x$ and $C$ spoils bisection by about 20 K, giving $-0.237$ eV instead of $-0.227$ eV, and only then is the balance formula preferable.

For the reverse conversion, from $\mu$ to composition, the scale is $kT$. Because $\langle f^2\rangle\ge C^2$, the slope is at most $C(1-C)/kT$. An error $\Delta\mu$ that is small compared with $kT$ therefore changes $C$ by a fraction of at most about $\Delta\mu/kT$ of its value.

## What the model leaves out

The parameters are round numbers in the regime of electrolytes for solid-oxide fuel cells: roughly a tenth to a fifth of the cations replaced, operation very roughly between 800 and 1300 K, and binding of the order of a tenth of an eV, dependent on the dopant. The preference can also have the opposite sign: in yttria-stabilised zirconia, vacancies tend to avoid the sites next to yttrium. With $\varepsilon=-0.15$ eV in the example, the share of vacancies without a dopant neighbour would be 94% instead of 13%. No particular oxide is represented. The assumption that such an electrolyte breaks most plainly is that vacancies ignore one another. Two charges $+2e$ at the nearest anion spacing, 0.27 nm for a lattice parameter of 0.54 nm, repel by 0.71 eV if a rough relative permittivity of 30 is used. That is nine times $kT$.

The consequence was sized by Monte Carlo sampling on a lattice with frozen random dopants. At low density the expected effect is simple. A newly placed vacancy has on average $6c$ vacant neighbours, each multiplying its weight by $e^{-W/kT}$, so the mean weight is $1-6c(1-e^{-W/kT})$ and $\mu$ rises by $6c\,kT(1-e^{-W/kT})$. With no dopant binding, $c=0.02$ and $W=0.71$ eV, the sampling gave a rise of $0.124\,kT$ against $0.120\,kT$ from this law.

For the example itself, repulsion between nearest neighbours raises $\mu$ by 0.03 eV and the free share from 13% to 18%. Including the second and third shells, with 0.50 and 0.41 eV, raises $\mu$ by 0.10 eV and the free share to 25%. Going from 20 to 24 sites per edge, with a new dopant arrangement, changed the shift by 0.001 eV. The shift of $\mu$ depends strongly on this cutoff. With Coulomb energies kept out to the sixth shell, sampling with 20 sites per edge gives a rise of about 0.32 eV, while the free share stays near 25%. With all sites within three anion spacings included, the rise is about 0.56 eV. It keeps growing because the number of sites within a given distance increases faster than the Coulomb energy falls, and the compensating charge of the distant dopants is left out. Adding the Coulomb attraction of the dopants beyond the nearest shell, within the same radius as the repulsion, reverses the sign without giving a settled value: for one arrangement the shift is about $-0.28$, $-0.18$ and $-0.44$ eV for the three-shell, six-shell and three-spacing cutoffs. The three-shell shift is therefore not an estimate for a real oxide, not even in sign.

Two other omissions shift $\mu$ by less than the three-shell repulsion does, but only for the trial strengths chosen. A binding of 0.03 eV to each dopant among the twelve second-neighbour cations lowers $\mu$ by 0.04 eV and leaves the free share near 13%. This is a weak binding. Coulomb's law with the same permittivity of 30 would give 0.21 eV at that distance, which, with vacancy repulsion still left out, lowers $\mu$ by 0.5 eV and raises the free share to 35%. That rise occurs because the second shell then binds more strongly than the first. The same law gives 0.41 eV for the nearest dopants, and with both Coulomb values $\mu$ falls by 0.8 eV and the free share drops to 3%. A spread of 0.05 in the local dopant fraction, representing clustering, lowers $\mu$ by 0.01 eV and the free share to 12%. Long-range electrostatics, lattice relaxation beyond the linear binding law, and vacancies created by loss of oxygen were not sized. The last would also change $c$ itself.

With a second-neighbour binding as weak as 0.03 eV and the repulsion cut off after three shells, the omissions that were sized move $\mu$ by up to about 0.1 eV and the free share by up to about a factor of two. With the Coulomb estimate of that binding, the shift of $\mu$ is several times larger. The total error for a real electrolyte is not known, because these effects do not simply add and the other omissions were not sized. The remaining values are in the numerical output.

## Table of computed values

```
dopant fraction x = 0.10, vacant anion fraction c = 0.0250
binding per dopant eps = 0.15 eV, T = 900 K
kT = 0.07756 eV, eps/kT = 1.9341
bracket: -0.88413 to -0.28413 eV
step, low (eV), high (eV), middle (eV), occupancy at middle
1  -0.88413  -0.28413  -0.58413  0.003241
2  -0.58413  -0.28413  -0.43413  0.019108
3  -0.43413  -0.28413  -0.35913  0.043062
4  -0.43413  -0.35913  -0.39663  0.028909
5  -0.43413  -0.39663  -0.41538  0.023545
6  -0.41538  -0.39663  -0.40601  0.026102
halvings to width 1e-12 eV: 40
mu = -0.409938 eV = -39.553 kJ/mol
n, P_n, occupancy f_n, share of vacancies
0  0.6561  0.00504  0.1322
1  0.2916  0.03384  0.3947
2  0.0486  0.19505  0.3792
3  0.0036  0.62634  0.0902
4  0.0001  0.92061  0.0037
slope dc/dmu = 0.27468 per eV
slope upper bound = 0.31429 per eV
T = 600 K: mu = -0.34505 eV, n=0 share = 0.0331
T = 1200 K: mu = -0.48723 eV, n=0 share = 0.2338
weak-binding formula at 900 K: -0.39374 eV
no single-occupancy rule: mu = -0.43030 eV, f_4 = 8.918
100 K: mu = -0.302139 eV, class-2 filling q = 0.4383
filling ends between classes 2 and 1 at x = 0.044232
there at 60 K: mu = -0.231896 eV, slope = 7.90e-06 per eV
finite crystal: 13824 anion sites, 346 vacancies
fixed-number mu = -0.41085 eV, bisection = -0.41095 eV
largest occupancy difference, n=0..3: 0.00041
rough lattice parameter 0.54 nm, permittivity 30
repulsion, shells 1-3: 0.711, 0.503, 0.411 eV
sampler test: excess/kT = 0.1236, law 0.1200
shell 1: mu shift 0.029 eV, n=0 share 0.178
shells 1-3: mu shift 0.097 eV, n=0 share 0.253
shift change, 20 to 24 sites per edge: -0.0009 eV
second-neighbour trial binding: 0.03 eV per dopant
  mu shift -0.0412 eV, n=0 share 0.1351
local dopant-fraction spread: 0.05
  mu shift -0.0085 eV, n=0 share 0.1207
```
